# The Coulomb hole of helium and its interaction energy

**Setting.** Consider the singlet ground state of the helium atom with a fixed point nucleus and no relativistic terms, in hartree atomic units. The normalized spin factor has been integrated out. The spatial function $\Psi(\mathbf r_1,\mathbf r_2)$ is real, symmetric and normalized to one. Let $u=|\mathbf r_1-\mathbf r_2|$. The intracule density is

$$D(u)=\iint|\Psi|^2\,\delta(u-|\mathbf r_1-\mathbf r_2|)\,d^3r_1d^3r_2 .$$

The Coulomb hole is $\Delta(u)=D_{\rm corr}(u)-D_{\rm HF}(u)$, with "corr" for a correlated function and "HF" for Hartree-Fock. Use $s=r_1+r_2$ and $t=r_1-r_2$.

## (a) Reduce $D(u)$ to an integral over $s$ and $t$, and relate it to the electron repulsion.

**Answer.** Fix $\mathbf r_1$ and measure the polar angle $\theta$ of $\mathbf r_2$ from it. The ground-state function depends on $r_1,r_2,u$ alone, so the other angles give $4\pi$ and $2\pi$:

$$d^3r_1d^3r_2\to 8\pi^2r_1^2r_2^2\sin\theta\,dr_1dr_2d\theta .$$

From $u^2=r_1^2+r_2^2-2r_1r_2\cos\theta$ at fixed $r_1,r_2$ we get $u\,du=r_1r_2\sin\theta\,d\theta$. The element becomes $8\pi^2r_1r_2u\,dr_1dr_2du$. With $r_1r_2=(s^2-t^2)/4$ and $dr_1dr_2=\tfrac12ds\,dt$, it is $\pi^2u(s^2-t^2)\,ds\,dt\,du$. The triangle inequalities give $-u\le t\le u\le s$. Exchange symmetry makes $\Psi$ even in $t$, so we keep $t\ge0$ and double:

$$D(u)=2\pi^2u\int_u^\infty ds\int_0^u dt\,(s^2-t^2)|\Psi|^2. \tag{1}$$

Integrating the definition of $D$ over $u$, with weight 1 or $1/u$, gives

$$\int_0^\infty D\,du=1,\qquad \int_0^\infty\frac{D(u)}u\,du=\left\langle\frac1{r_{12}}\right\rangle. \tag{2}$$

## (b) Show how the energy fixes the parameters of $\Psi=Ne^{-\zeta s}(1+bu+ct^2)$.

**Answer.** Let subscripts on $\Psi$ denote partial derivatives and $\hat{\mathbf u}=(\mathbf r_1-\mathbf r_2)/u$. The chain rule gives

$$\nabla_1\Psi=(\Psi_s+\Psi_t)\hat{\mathbf r}_1+\Psi_u\hat{\mathbf u},\qquad
\nabla_2\Psi=(\Psi_s-\Psi_t)\hat{\mathbf r}_2-\Psi_u\hat{\mathbf u}.$$

The cosine rule gives

$$\hat{\mathbf r}_1\!\cdot\hat{\mathbf u}=\frac{r_1^2-r_2^2+u^2}{2r_1u}=\frac{u^2+st}{u(s+t)},\qquad
-\hat{\mathbf r}_2\!\cdot\hat{\mathbf u}=\frac{u^2-st}{u(s-t)} .$$

The sum of these two multiplies $\Psi_u\Psi_s$ in $\tfrac12(|\nabla_1\Psi|^2+|\nabla_2\Psi|^2)$, and their difference multiplies $\Psi_u\Psi_t$. Over the common denominator $u(s^2-t^2)$ the numerators are

$$(u^2+st)(s-t)+(u^2-st)(s+t)=2s(u^2-t^2),$$
$$(u^2+st)(s-t)-(u^2-st)(s+t)=2t(s^2-u^2).$$

The potential is $-2/r_1-2/r_2+1/u=-8s/(s^2-t^2)+1/u$. Multiplying everything by the volume factor $2\pi^2u(s^2-t^2)$ gives, for normalized $\Psi$,

$$\begin{aligned}E=2\pi^2\!\int_0^\infty\!\!ds\!\int_0^s\!\!du\!\int_0^u\!\!dt\,\big\{&u(s^2-t^2)(\Psi_s^2+\Psi_t^2+\Psi_u^2)\\
&+2\Psi_u[s(u^2-t^2)\Psi_s+t(s^2-u^2)\Psi_t]\\
&+(s^2-t^2-8su)\Psi^2\big\}.\end{aligned}$$

Every term is elementary. Integrating over $t$, then $u$, then $s$,

$$\int e^{-\beta s}s^lt^mu^n\,dt\,du\,ds=\frac{(l+m+n+2)!}{(m+1)(m+n+2)\,\beta^{\,l+m+n+3}} .$$

At fixed $\zeta$, making $E$ stationary in the linear coefficients under the norm constraint is a generalized matrix eigenvalue problem. Its lowest eigenvalue is then minimized over $\zeta$. The result is

$$\zeta=1.816068,\quad b=0.291786,\quad c=0.130815,\quad N=1.330839$$

in powers of bohr, with $E=-2.9024$ hartree.

The same method serves a longer function, $e^{-\zeta s}$ times all $s^lt^mu^n$ with $m$ even and $l+m+n\le4$. These are 22 terms, and they give $E=-2.9037$ hartree. This function supplies $D_{\rm corr}$ below; the short one can be followed by hand.

## (c) Find $D(u)$ for the three-term function and evaluate it at $u=1$ bohr.

**Answer.** Put $g=1+bu$, which is constant in the integral (1), and $J_p(u)=\int_u^\infty s^pe^{-2\zeta s}ds$. Since $(g+ct^2)^2=g^2+2gct^2+c^2t^4$, the $t$ integrals give

$$\begin{aligned}D(u)=2\pi^2N^2u\Big[&J_2\Big(g^2u+\tfrac23gcu^3+\tfrac15c^2u^5\Big)\\
&-J_0\Big(\tfrac13g^2u^3+\tfrac25gcu^5+\tfrac17c^2u^7\Big)\Big].\end{aligned}\tag{3}$$

Direct integration gives $J_0$, and two integrations by parts give $J_2$:

$$J_0=\frac{e^{-2\zeta u}}{2\zeta},\qquad J_2=e^{-2\zeta u}\left(\frac{u^2}{2\zeta}+\frac u{2\zeta^2}+\frac1{4\zeta^3}\right).$$

At $u=1$ the numbers are $e^{-2\zeta}=0.026460$, $J_0=0.0072849$, $J_2=0.012401$ and $g=1.291786$. The round brackets in (3) are $1.78479$ and $0.62628$, and $2\pi^2N^2=34.961$. Therefore

$$D(1)=34.961\,(0.012401\times1.78479-0.0072849\times0.62628)=0.614\ \text{bohr}^{-1}.$$

## (d) Find the Hartree-Fock intracule.

**Answer.** Here $\Psi=\varphi(r_1)\varphi(r_2)$. With $\hat h=-\tfrac12\nabla^2-2/r$ and $v(\mathbf r)=\int\varphi^2(r')/|\mathbf r-\mathbf r'|\,d^3r'$, the energy is $E=2\langle\varphi|\hat h|\varphi\rangle+\int\varphi^2v\,d^3r$. Under $\varphi\to\varphi+\delta\varphi$ the first term changes by $4\int\delta\varphi\,\hat h\varphi$. The second changes by $4\int\delta\varphi\,v\varphi$, because $\varphi^2$ enters it twice. With a multiplier for the norm,

$$(\hat h+v)\varphi=\varepsilon\varphi,\qquad
v(r)=4\pi\left[\frac1r\int_0^r\varphi^2r'^2dr'+\int_r^\infty\varphi^2r'dr'\right].$$

The form of $v$ follows because a spherical shell acts outside as a point charge and inside as a constant potential. Take $\varphi=e^{-\alpha r}\sum_{k=0}^6a_kr^k$ and solve the matrix equation repeatedly, with $v$ from the previous orbital, until $\varphi$ no longer changes. Minimizing over $\alpha$ as well gives $\alpha=1.754518$ bohr$^{-1}$ and

$$\begin{aligned}(a_0,\dots,a_6)=(&1.341587,\,-0.342455,\,0.391751,\,-0.132895,\\&0.032878,\,-0.004063,\,0.000214),\end{aligned}$$

with $E_{\rm HF}=-2.8617$ hartree. Substituting $r_1=(s+t)/2$ and $r_2=(s-t)/2$,

$$\varphi(r_1)\varphi(r_2)=e^{-\alpha s}\sum_{k,l}\frac{a_ka_l}{2^{k+l}}(s+t)^k(s-t)^l .$$

Odd powers of $t$ cancel between $(k,l)$ and $(l,k)$. The sum begins $a_0^2+a_0a_1s+\tfrac12a_0a_2(s^2+t^2)+\tfrac14a_1^2(s^2-t^2)+\dots$.

Its square, and likewise that of the 22-term function, has the form $|\Psi|^2=e^{-\beta s}\sum A_{pqn}s^pt^qu^n$. Here $\beta$ is twice the exponent, and $n=0$ for Hartree-Fock. Equation (1) then gives

$$D(u)=2\pi^2\sum A_{pqn}u^{n+1}\left[J_{p+2}\frac{u^{q+1}}{q+1}-J_p\frac{u^{q+3}}{q+3}\right],$$

where now $J_p=\int_u^\infty s^pe^{-\beta s}ds$. Integration by parts supplies the recursion $J_p=(u^pe^{-\beta u}+pJ_{p-1})/\beta$, starting from $J_0=e^{-\beta u}/\beta$. At $u=1$ bohr the sum is $D_{\rm HF}=0.630$ bohr$^{-1}$.

## (e) Compare the functions at contact of the electrons.

**Answer.** Divide by the shell area: $h(u)=D(u)/(4\pi u^2)$. This is the average over directions of $\mathbf u$ of $\int|\Psi(\mathbf r,\mathbf r+\mathbf u)|^2d^3r$. Hence $h(0)=\int|\Psi(\mathbf r,\mathbf r)|^2d^3r$, the space integral of the on-top pair density in the one-pair normalization.

*Exact function.* Let $\mathbf R$ be the midpoint of the electrons. The kinetic operator is $-\nabla_u^2-\tfrac14\nabla_R^2$. Near $u=0$, away from the nucleus, write $\Psi\simeq\Psi(\mathbf R,0)(1+\kappa u)$. Since $\nabla_u^2u=2/u$, the $1/u$ terms in $\hat H\Psi=E\Psi$ cancel if $-2\kappa+1=0$, so $\kappa=\tfrac12$.

No other linear term is allowed. Odd angular terms violate singlet symmetry. A term $uY_l$ with even $l\ge2$ would leave $[l(l+1)-2]Y_l/u$ uncancelled. The region where the nucleus is as close as $u$ has a volume of order $u^3$ and does not affect the slope. Squaring gives $1+u$, so $h'(0)/h(0)=1$ bohr$^{-1}$.

*Hartree-Fock.* The integral $\int\varphi^2(\mathbf r)\varphi^2(\mathbf r+\mathbf u)d^3r$ is unchanged by $\mathbf u\to-\mathbf u$, as the shift $\mathbf r\to\mathbf r-\mathbf u$ shows. Its gradient in $\mathbf u$ is continuous, because $\nabla\varphi^2$ is bounded and jumps only at the nucleus. The gradient therefore vanishes at $\mathbf u=0$, and $h'(0)=0$.

*Three terms.* The first correction to $J_2(0)=1/(4\zeta^3)$ is of order $u^3$. Equation (3) gives

$$h(u)=\frac{\pi N^2}{8\zeta^3}(1+bu)^2+O(u^2),$$

so $h(0)=\pi(1.330839)^2/[8(1.816068)^3]=0.1161$ bohr$^{-3}$ and $h'(0)/h(0)=2b=0.584$ bohr$^{-1}$.

For the 22-term function the computed values are $h(0)=0.1072$ bohr$^{-3}$ and a slope ratio of $0.937$ bohr$^{-1}$, still 6% below the exact cusp. The on-top value is not converged either: expansions of the same type with 95 and 252 terms give $h(0)=0.1064$ bohr$^{-3}$, with slope ratios of $0.990$ and $0.998$ bohr$^{-1}$. Hartree-Fock has $h(0)=0.1906$ bohr$^{-3}$. Correlation thus lowers the on-top value by about 44% of the Hartree-Fock one. The three-term energy is good to about a millihartree relative to the longer expansion, yet its cusp is poor: a good energy does not guarantee good short-range behaviour.

## (f) Construct and describe the Coulomb hole.

**Answer.** Subtracting the Hartree-Fock intracule from the 22-term one gives, with densities in bohr$^{-1}$:

| $u$ (bohr) | $D_{\rm HF}$ | $D_{\rm corr}$ | $\Delta$ |
|---:|---:|---:|---:|
| 0.25 | 0.1319 | 0.0909 | −0.0410 |
| 0.50 | 0.3865 | 0.3107 | −0.0758 |
| 1.00 | 0.6299 | 0.6178 | −0.0121 |
| 1.50 | 0.4871 | 0.5269 | +0.0398 |
| 2.00 | 0.2750 | 0.3077 | +0.0327 |
| 3.00 | 0.0556 | 0.0596 | +0.0040 |
| 4.00 | 0.0082 | 0.0077 | −0.0005 |

The fourth decimal of $D_{\rm corr}$ and $\Delta$ belongs to the 22-term function: with 95 or 252 terms the entries move by up to $0.0004$ bohr$^{-1}$ (at $u=1$ bohr, $\Delta$ becomes $-0.0125$), with all signs unchanged. The hole changes sign at $u_0=1.07$ bohr (1.073 for 22 terms, 1.075 for the longer expansions). Both intracules have unit norm, so $\int\Delta\,du=0$: the integral is $-0.0462$ inside $u_0$ and $+0.0462$ outside. A net 4.6% of the pair probability moves outward across $u_0$, and the mean separation grows from 1.362 to 1.422 bohr.

Near $u=3.6$ bohr $\Delta$ turns negative again, with a minimum of $-5.0\times10^{-4}$ bohr$^{-1}$ near 4.1 bohr. A smaller pair of bases, with six orbital functions and 13 Hylleraas terms, also has this tail, but its minimum is $-6.5\times10^{-4}$ bohr$^{-1}$. The two calculations agree on the sign, while the depth is not converged. They support a weak negative tail without proving that the exact hole has one.

## (g) Integrate the hole to the interaction part of correlation, and relate it to the correlation energy.

**Answer.** Applying (2) to both functions and subtracting,

$$W_c\equiv\left\langle\frac1{r_{12}}\right\rangle_{\rm corr}-\left\langle\frac1{r_{12}}\right\rangle_{\rm HF}=\int_0^\infty\frac{\Delta(u)}u\,du .$$

The parts inside and outside $u_0$ give

$$W_c=-0.1061+0.0262=-0.0799\ \text{hartree}\approx-2.2\ \text{eV}.$$

The repulsion expectation values agree: $0.9458-1.0258=-0.0800$ hartree, the last digit being rounding.

The sign can be read from the hole. Because $\int\Delta\,du=0$, we may write $W_c=\int(1/u-1/u_0)\Delta\,du$. This integrand is negative inside $u_0$, where the bracket is positive and $\Delta<0$. It is also negative in the region of positive $\Delta$ outside. Only the weak tail contributes with the opposite sign.

$W_c$ is not the correlation energy $E_c=E_{\rm corr}-E_{\rm HF}$, which also contains the changes $T_c$ in kinetic energy and $V_{ne,c}$ in nuclear attraction:

$$E_c=T_c+V_{ne,c}+W_c=0.0420-0.0041-0.0799=-0.0420\ \text{hartree}.$$

To see why $W_c$ is nearly twice $E_c$, scale a function as $\Psi_\lambda=\lambda^3\Psi(\lambda\mathbf r_1,\lambda\mathbf r_2)$. Its energy is $\lambda^2T+\lambda V$, where $V$ is the whole potential energy. Both functions were optimized in scale through their exponents, so the derivative vanishes at $\lambda=1$: $2T+V=0$, hence $E=T+V=-T$. Subtracting the two cases gives $T_c=-E_c$, and

$$W_c=E_c-T_c-V_{ne,c}=2E_c-V_{ne,c}=-0.0841+0.0041=-0.0800\ \text{hartree},$$

again within rounding. The ratio $W_c/E_c$ is 1.90. For two functions that both satisfy $2T+V=0$, it would be 2 if the nuclear attraction did not change.

**Accuracy and scope.** The smaller bases give $W_c=-0.0797$ hartree and the three-term function $-0.0786$ hartree, so the third significant figure of $-0.0799$ may still move by a unit and no further figure is worth quoting. An independent full configuration-interaction calculation in the cc-pVQZ Gaussian basis, with Hartree-Fock in the same basis, gives $-0.0785$ hartree. This is 0.0014 hartree above the 22-term value; the total energy in that basis, $-2.9024$ hartree, also lies 1.3 millihartree above the 22-term energy.

This $W_c$ is defined relative to Hartree-Fock. Kohn-Sham theory uses instead a determinant with the same density as the correlated function. Nuclear attraction depends on the density alone, so $V_{ne,c}$ would then vanish. The ratio 2 does not follow in that case: the Kohn-Sham determinant is fixed by the density, not by making the energy stationary in scale, so the step $T_c=-E_c$ is not available. The nonzero $V_{ne,c}$ found here shows that the Hartree-Fock and correlated densities differ, and the present $W_c$ includes the effect of that difference on the repulsion.

## Calculated quantities

```
HF orbital exponent alpha = 1.754518 bohr^-1
HF orbital a_0..a_6 (bohr^-(k+3/2)):
  1.341587 -0.342455 0.391751 -0.132895 0.032878 -0.004063 0.000214
Three-term Hylleraas: zeta = 1.816068 bohr^-1
  b = 0.291786 bohr^-1, c = 0.130815 bohr^-2
  N = 1.330839 bohr^-3
22-term Hylleraas: zeta = 2.038269 bohr^-1
Energies in hartree: E, T, V_ne, <1/r12>
  HF       -2.861680 2.861680 -6.749128 1.025769
  3-term   -2.902432 2.902432 -6.752038 0.947174
  13-term  -2.903640 2.903640 -6.753303 0.946022
  22-term  -2.903714 2.903714 -6.753267 0.945839
cc-pVQZ HF: E = -2.861514, <1/r12> = 1.025817 hartree
cc-pVQZ full CI: E = -2.902411, <1/r12> = 0.947287 hartree
u (bohr); D_HF, D_3, D_22, Delta_22 (bohr^-1)
  0.10 0.023436 0.015138 0.014395 -0.009042
  0.25 0.131905 0.092882 0.090911 -0.040994
  0.50 0.386472 0.310282 0.310667 -0.075805
  0.75 0.572861 0.512849 0.516628 -0.056232
  1.00 0.629882 0.614266 0.617755 -0.012127
  1.25 0.584820 0.607898 0.608381 +0.023561
  1.50 0.487115 0.529326 0.526925 +0.039810
  2.00 0.274998 0.310963 0.307734 +0.032736
  3.00 0.055563 0.058753 0.059586 +0.004023
  4.00 0.008188 0.007073 0.007702 -0.000486
Zeros of Delta, 22-term (bohr): 1.0726 3.5988
Zeros of Delta, smaller bases (bohr): 1.0731 3.5102
Lowest Delta for 2.5<u<8, 22-term: -5.026e-04 bohr^-1 at 4.12 bohr
Lowest Delta for 2.5<u<8, smaller bases: -6.487e-04 bohr^-1 at 4.04 bohr
Integral of Delta inside first zero = -0.046168
Integral of Delta outside first zero = 0.046168
Integral of Delta/u inside = -0.106086 hartree
Integral of Delta/u outside = 0.026157 hartree
On-top h(0), HF, 3-term, 22-term (bohr^-3): 0.190601 0.116122 0.107162
Cusp h'(0)/h(0), same order (bohr^-1): -0.0000 0.5836 0.9369
Mean u, same order (bohr): 1.36212 1.42058 1.42197
W_c, 3-term = -0.078595 hartree
W_c, smaller bases = -0.079747 hartree
W_c, cc-pVQZ full CI = -0.078530 hartree
W_c, 22-term = -0.079930 hartree = -2.1750 eV
E_c, 22-term = -0.042034 hartree = -1.1438 eV
T_c = 0.042034 hartree, V_ne,c = -0.004139 hartree
Ratio W_c/E_c = 1.9015
```
